# Closed dielectric function of broadened Wannier excitons and its causality: a numerical check

```python
"""
Closed dielectric function of broadened Wannier excitons (Hartree atomic units).

Result under test, with z = E + i*Gamma and xi(z) = sqrt(R/(Eg-z)):
  eps = 1 + A*sqrt(R)/z**2 * [g(xi(z)) + g(xi(-z)) - 2*g(xi(0))]
  g(xi) = 2*ln(xi) - 2*digamma(1-xi) - 1/xi,   A = 2*(2*mu)**1.5 * p2
mu: reduced mass; eps_b: static screening; Eg: gap; p2: squared momentum
matrix element along the field; R, a: exciton Rydberg and Bohr radius;
Gamma: half width at half maximum. Spin factor 2 is included.
chi denotes eps - 1.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import solve_ivp
from scipy.special import digamma
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
mu, eps_b, Eg, p2, Gamma = 0.1, 5.0, 0.1, 0.4, 0.0002
a = eps_b / mu
R = mu / (2 * eps_b**2)
A = 2 * (2 * mu)**1.5 * p2


def g_of_z(z, rydberg=R):
    xi = np.sqrt(rydberg / (Eg - np.asarray(z, dtype=complex)))
    return 2 * np.log(xi) - 2 * digamma(1 - xi) - 1 / xi


def bracket(z, rydberg=R):
    return (g_of_z(z, rydberg) + g_of_z(-z, rydberg)
            - 2 * g_of_z(0.0, rydberg))


def chi_closed(z, rydberg=R):
    return A * np.sqrt(rydberg) * bracket(z, rydberg) / z**2


def gauss_panels(edges, order=16):
    x, w = np.polynomial.legendre.leggauss(order)
    half = np.diff(edges)[:, None] / 2
    mid = (edges[1:] + edges[:-1])[:, None] / 2
    return (mid + half * x).ravel(), (half * w).ravel()


energies = np.array([0.05, Eg - R, Eg - R / 4, Eg, 0.12])

# --- Small-distance expansion of the decaying Coulomb solution ---
mp.mp.dps = 30
for xi in (mp.mpc(0.4, 0.3), mp.mpc(1.7, 0.5)):
    x = mp.mpf("1e-7")
    exact = mp.gamma(1 - xi) * mp.whitw(xi, mp.mpf(1) / 2, x)
    slope = (1 - exact) / (xi * x)
    series = (mp.log(x) + mp.digamma(1 - xi) + 2 * mp.euler - 1
              + 1 / (2 * xi))
    assert abs(slope - series) < 1e-4
    # The cotangent form must agree with the reflected digamma form.
    form1 = 2 * mp.log(xi) - 2 * mp.digamma(1 - xi) - 1 / xi
    form2 = (2 * mp.log(xi) - 2 * mp.pi * mp.cot(mp.pi * xi)
             - 2 * mp.digamma(xi) - 1 / xi)
    assert abs(form1 - form2) < 1e-20


# --- Direct integration of the radial equation, lengths in a ---
def log_slope_at_origin(z):
    """u'/u near r=0 for the solution that decays at large r."""
    kappa2 = (Eg - z) / R
    kappa = np.sqrt(complex(kappa2))
    r_start = min(400.0, 40.0 / kappa.real)
    initial = np.array([1.0, -kappa + 1 / (kappa * r_start)], dtype=complex)
    sol = solve_ivp(lambda r, y: np.array([y[1], (kappa2 - 2 / r) * y[0]]),
                    (r_start, 1e-9), initial, method="DOP853",
                    rtol=1e-11, atol=1e-13)
    assert sol.success
    return sol.y[1, -1] / sol.y[0, -1]


slope_zero = log_slope_at_origin(0.0)
ode_error = 0.0
for E in energies:
    z = E + 1j * Gamma
    combo = log_slope_at_origin(z) + log_slope_at_origin(-z) - 2 * slope_zero
    chi_ode = A * np.sqrt(R) * combo / z**2
    closed = chi_closed(z)
    ode_error = max(ode_error, abs(chi_ode - closed) / abs(closed))
assert ode_error < 1e-5

# --- Explicit spectrum: bound series and Coulomb continuum ---
n = np.arange(1, 100001, dtype=float)
E_bound = Eg - R / n**2
density_bound = 1 / (np.pi * a**3 * n**3)
k, wk = gauss_panels(np.concatenate([np.linspace(0, 10, 501),
                                     np.geomspace(10, 1e5, 81)[1:]]))
E_cont = Eg + R * k**2
free_density = (2 * mu)**1.5 * np.sqrt(R) * k / (4 * np.pi**2)
sommerfeld = (2 * np.pi / k) / (-np.expm1(-2 * np.pi / k))
measure_free = free_density * 2 * R * k * wk
measure_cont = measure_free * sommerfeld


def chi_sum(z, levels, strengths):
    return 8 * np.pi * p2 * np.sum(
        strengths * 2 / (levels * (levels**2 - z**2)))


def lorentzian(x):
    return Gamma / np.pi / (x**2 + Gamma**2)


def lorentz_absorption(E, levels, strengths):
    area = 8 * np.pi**2 * p2 * strengths / levels**2
    return np.sum(area * (lorentzian(E - levels) - lorentzian(E + levels)))


parts = []
spectral_error = 0.0
for E in energies:
    z = E + 1j * Gamma
    bound = chi_sum(z, E_bound, density_bound)
    cont = chi_sum(z, E_cont, measure_cont)
    closed = chi_closed(z)
    spectral_error = max(spectral_error,
                         abs(bound + cont - closed) / abs(closed))
    convolved = (lorentz_absorption(E, E_bound, density_bound)
                 + lorentz_absorption(E, E_cont, measure_cont))
    assert abs(convolved - closed.imag) < 1e-7 * abs(closed)
    parts.append((bound, cont))
assert spectral_error < 1e-7

# --- Residues of the closed form against hydrogenic amplitudes ---
line_areas = []
for level in (1, 2, 3):
    E_n = Eg - R / level**2
    circle = 0.02 * R * np.exp(2j * np.pi * (np.arange(128) + 0.5) / 128)
    residue = np.mean(chi_closed(E_n + circle) * circle)
    expected = -8 * np.pi * p2 / (np.pi * a**3 * level**3 * E_n**2)
    assert abs(residue / expected - 1) < 1e-8
    line_areas.append(-np.pi * residue.real)

# --- Sharp continuum, including the finite step at the gap ---
for excess in (0.1 * R, R, 10 * R):
    E = Eg + excess
    q = np.sqrt(excess / R)
    enhancement = (2 * np.pi / q) / (1 - np.exp(-2 * np.pi / q))
    density = (2 * mu)**1.5 * np.sqrt(excess) / (4 * np.pi**2)
    elliott = 8 * np.pi**2 * p2 * density * enhancement / E**2
    assert abs(chi_closed(E + 1e-13j).imag / elliott - 1) < 1e-7
step_at_gap = chi_closed(Eg + 1e-6 * R + 1e-14j).imag
assert abs(step_at_gap / (2 * np.pi * A * np.sqrt(R) / Eg**2) - 1) < 1e-4

# --- Limit without electron-hole attraction ---
z_free = 0.12 + 1j * Gamma
free_quad = chi_sum(z_free, E_cont, measure_free)
free_roots = A / z_free**2 * (2 * np.sqrt(Eg) - np.sqrt(Eg - z_free)
                              - np.sqrt(Eg + z_free))
assert abs(free_roots - free_quad) < 1e-7
assert abs(chi_closed(z_free, 1e-14) - free_quad) < 1e-5

# --- High-energy law ---
z_high = 1e8 + 1j * Gamma
high_ratio = chi_closed(z_high) / (A * (1j - 1) * z_high**-1.5)
assert abs(high_ratio - 1) < 1e-3

# --- Numerical Kramers-Kronig transforms on the positive axis ---
base_edges = np.concatenate([np.linspace(0, 0.09, 31),
                             np.linspace(0.09, 0.13, 401)[1:],
                             np.geomspace(0.13, 1e9, 201)[1:]])


def nodes_around(E0):
    kept = base_edges[np.abs(base_edges - E0) > 1e-6]
    return gauss_panels(np.sort(np.append(kept, E0)))


def real_from_imag(chi, E0):
    """Principal value by subtraction of the value at the pole."""
    x, w = nodes_around(E0)
    at_pole = E0 * chi(E0).imag if E0 > 0 else 0.0
    return 2 / np.pi * np.sum(
        w * (x * chi(x).imag - at_pole) / (x**2 - E0**2))


def imag_from_real(chi, E0):
    x, w = nodes_around(E0)
    return -2 * E0 / np.pi * np.sum(
        w * (chi(x).real - chi(E0).real) / (x**2 - E0**2))


def chi_causal(E):
    return chi_closed(E + 1j * Gamma)


def chi_faulty(E):
    """Damping inside g only, with an undamped prefactor."""
    return A * np.sqrt(R) * bracket(E + 1j * Gamma) / E**2


kk_values = []
kk_error = 0.0
for E in energies:
    re_kk = real_from_imag(chi_causal, E)
    im_kk = imag_from_real(chi_causal, E)
    kk_values.append((re_kk, im_kk))
    closed = chi_causal(E)
    kk_error = max(kk_error, abs(re_kk + 1j * im_kk - closed) / abs(closed))
assert kk_error < 1e-5
static = chi_causal(0.0)
static_kk = real_from_imag(chi_causal, 0.0)
assert abs(static.imag) < 1e-7
assert abs(static_kk - static.real) < 1e-5

# --- Predicted Kramers-Kronig defect of the faulty prefactor ---
E_low = 2 * Gamma
defect = chi_faulty(E_low).real - real_from_imag(chi_faulty, E_low)
predicted_defect = -Gamma**2 * static.real / E_low**2
assert abs(defect - predicted_defect) < 1e-5

# --- Worked example ---
scan = np.linspace(Eg - 1.3 * R, Eg - 0.7 * R, 12001)
absorption = chi_causal(scan).imag
peak = np.argmax(absorption)
single_line = line_areas[0] / (np.pi * Gamma)

print(f"reduced mass mu = {mu:.3f} electron masses")
print(f"screening eps_b = {eps_b:.2f} (dimensionless)")
print(f"gap Eg = {Eg:.4f} hartree = {Eg*HARTREE_EV:.4f} eV")
print(f"squared momentum element p2 = {p2:.3f} a.u.")
print(f"broadening Gamma = {Gamma:.6f} hartree")
print(f"exciton Rydberg R = {R:.6f} hartree = {R*HARTREE_EV:.5f} eV")
print(f"exciton radius a = {a:.3f} bohr")
print(f"amplitude A = {A:.6f} hartree^1.5")
print(f"xi(0) = {np.sqrt(R/Eg):.6f} (dimensionless)")
for level, area in enumerate(line_areas, 1):
    print(f"n={level}: energy {Eg-R/level**2:.7f} hartree")
    print(f"n={level}: eps2 line area {area:.6e} hartree")
print("Dielectric values below are dimensionless; E in hartree")
for E, (bound, cont), (re_kk, im_kk) in zip(energies, parts, kk_values):
    c = chi_causal(E)
    print(f"E={E:.4f}: closed eps = {1+c.real:.6f} + {c.imag:.6f} i")
    print(f"  bound part = {bound.real:.6f} + {bound.imag:.6f} i")
    print(f"  continuum part = {cont.real:.6f} + {cont.imag:.6f} i")
    print(f"  from KK: eps = {1+re_kk:.6f} + {im_kk:.6f} i")
print(f"static eps, closed = {1+static.real:.7f}")
print(f"static eps, from KK = {1+static_kk:.7f}")
print(f"n=1 peak position = {scan[peak]:.7f} hartree")
print(f"n=1 peak eps2 = {absorption[peak]:.6f}")
print(f"isolated n=1 Lorentzian height = {single_line:.6f}")
print(f"sharp eps2 just above gap = {step_at_gap:.6f}")
print(f"free pairs, E=0.12: eps = {1+free_roots.real:.6f}"
      f" + {free_roots.imag:.6f} i")
print(f"eps2 ratio exciton/free, E=0.12: "
      f"{chi_causal(0.12).imag/free_roots.imag:.5f}")
print(f"faulty prefactor tested at E = {E_low:.6f} hartree")
print(f"its KK defect, numerical = {defect:.7f}")
print(f"its KK defect, predicted = {predicted_defect:.7f}")
print(f"largest relative error, radial equation = {ode_error:.1e}")
print(f"largest relative error, spectral sum = {spectral_error:.1e}")
print(f"largest relative error, KK = {kk_error:.1e}")
print("all tests passed")
```

It prints:

```
reduced mass mu = 0.100 electron masses
screening eps_b = 5.00 (dimensionless)
gap Eg = 0.1000 hartree = 2.7211 eV
squared momentum element p2 = 0.400 a.u.
broadening Gamma = 0.000200 hartree
exciton Rydberg R = 0.002000 hartree = 0.05442 eV
exciton radius a = 50.000 bohr
amplitude A = 0.071554 hartree^1.5
xi(0) = 0.141421 (dimensionless)
n=1: energy 0.0980000 hartree
n=1: eps2 line area 8.374091e-03 hartree
n=2: energy 0.0995000 hartree
n=2: eps2 line area 1.015439e-03 hartree
n=3: energy 0.0997778 hartree
n=3: eps2 line area 2.991978e-04 hartree
Dielectric values below are dimensionless; E in hartree
E=0.0500: closed eps = 2.177572 + 0.001368 i
  bound part = 0.087523 + 0.000245 i
  continuum part = 1.090050 + 0.001124 i
  from KK: eps = 2.177572 + 0.001368 i
E=0.0980: closed eps = 3.957652 + 13.425926 i
  bound part = 0.333701 + 13.367449 i
  continuum part = 2.623951 + 0.058478 i
  from KK: eps = 3.957652 + 13.425926 i
E=0.0995: closed eps = 3.114301 + 2.342819 i
  bound part = -1.305049 + 2.107422 i
  continuum part = 3.419350 + 0.235397 i
  from KK: eps = 3.114301 + 2.342819 i
E=0.1000: closed eps = 2.774810 + 1.996216 i
  bound part = -2.255490 + 1.003659 i
  continuum part = 4.030299 + 0.992557 i
  from KK: eps = 2.774810 + 1.996216 i
E=0.1200: closed eps = 1.791763 + 1.612440 i
  bound part = -0.132137 + 0.001339 i
  continuum part = 0.923900 + 1.611100 i
  from KK: eps = 1.791763 + 1.612440 i
static eps, closed = 2.0374560
static eps, from KK = 2.0374560
n=1 peak position = 0.0980001 hartree
n=1 peak eps2 = 13.425931
isolated n=1 Lorentzian height = 13.327780
sharp eps2 just above gap = 2.010619
free pairs, E=0.12: eps = 1.810829 + 0.698977 i
eps2 ratio exciton/free, E=0.12: 2.30686
faulty prefactor tested at E = 0.000400 hartree
its KK defect, numerical = -0.2593640
its KK defect, predicted = -0.2593640
largest relative error, radial equation = 8.7e-08
largest relative error, spectral sum = 2.4e-10
largest relative error, KK = 7.6e-11
all tests passed
```
